# Why random grain-boundary networks conduct as the geometric mean

**Question**

I am modelling lateral diffusion of a solute in a thin film with columnar grains. Seen from above, the boundaries form a square network. Each segment is either fast or slow, with conductance $g_f$ or $g_s$, at random and with equal probability. If all segments were in parallel I would use the arithmetic mean, and if all were in series the harmonic mean, but the network is neither.

I have been told that "duality" gives the geometric mean for a large network. I can't see how a statement about a different, dual network fixes the conductance of mine, or why one random sample should agree with an average over samples. Can this be proved, and do Kirchhoff's equations confirm it? My film has 20 nm segments, 10 nm thickness and activation energies near 1.2 and 1.4 eV, and I care about a patch 1 µm wide at 800 K.

**Answer**

It can be proved in two parts. Duality fixes the mean of $\ln G$ at every sample size. A separate argument shows that the fluctuations of $G$ vanish as the sample grows.

**The network**

Take $N$ horizontal rows, each with $N$ segments in series between a left electrode at potential 1 and a right electrode at potential 0. Neighbouring rows are joined by vertical segments at each of the $N-1$ interior columns. The top and bottom edges are free. For diffusion, "potential" means concentration and "current" means atoms per second.

The segment conductances $g_e$ are independent, each equal to $g_f$ or $g_s$ with probability $1/2$, where $g_f>g_s>0$. Let $v_e$ be the potential drop along segment $e$, so that its current is $g_ev_e$. Currents balance at every interior node. The total current is $G$, because the applied difference is 1. If all segments equal $g$, each row carries $g/N$ and $G=N(g/N)=g$, so $G$ is directly a sheet conductance.

**Duality for one sample**

Assign a number $\psi$ to each face of the network, and one each to the outer regions above and below it. When a current crosses from one end of a segment to the other, let

$$\psi_{\text{left of current}}-\psi_{\text{right of current}}=g_ev_e .$$

This is consistent: on a closed walk through faces, the jumps add up to the net current leaving the enclosed nodes, which is zero. No such walk can encircle an electrode, because the electrodes separate the upper region from the lower one. Walking from top to bottom crosses the whole current, so $\psi_{\text{top}}-\psi_{\text{bottom}}=G$.

Now read $\psi$ as the potential of a second network. Its nodes are the faces, its electrodes are the top and bottom regions, and each of its segments crosses one original segment and has conductance $1/g_e$. The current in a dual segment is

$$\frac1{g_e}(g_ev_e)=v_e .$$

The dual currents leaving a face add up to the original drops around that face, which sum to zero because they come from a potential. (A side lying on an electrode has no drop and no dual segment.) So $\psi$ solves Kirchhoff's equations on the dual network. The total dual current leaving the top region is the sum of drops along the top row, which is 1. The dual potential difference is $G$, hence

$$G_{\text{dual}}[1/g]=\frac1{G[g]} .$$

As a numerical test, a network of 5 rows by 8 slots with arbitrary positive conductances gave $G=0.676533$. Its separately solved dual gave 1.478125, and the product is 1 to ten decimals.

**What equal shares add**

Each of the $N$ slots between columns contains $N$ dual segments in series from top to bottom. Adjacent slots are joined by $N-1$ dual segments. After a quarter turn, the dual is therefore the same $N\times N$ network.

Multiplying all conductances of a network by a constant multiplies its total conductance by that constant. With the constant $g_fg_s$,

$$G_{\text{dual}}[g_fg_s/g]=\frac{g_fg_s}{G[g]} .$$

But $g_fg_s/g_e$ is $g_s$ when $g_e=g_f$, and $g_f$ when $g_e=g_s$: the two types are swapped. With equal probabilities, the swapped network is statistically identical to the original. Thus $g_fg_s/G$ has the same distribution as $G$, and

$$E\ln G=\ln(g_fg_s)-E\ln G
\quad\Rightarrow\quad
E\ln G=\ln g^*,\qquad g^*=\sqrt{g_fg_s}.$$

This holds for every $N$, and the whole distribution of $\ln G$ is symmetric about $\ln g^*$. It does not say that the arithmetic mean of $G$ is $g^*$. For conductance ratio $\kappa=g_f/g_s=18.195$, solving all 32 configurations at $N=2$ gives $\exp(E\ln G)/g^*=1$ to ten decimals, but $E\,G/g^*=1.494$. All 8192 configurations at $N=3$ give 1 and 1.240.

**Why one large sample is enough**

We need $\operatorname{Var}G\to0$. First, for any currents balanced at interior nodes and any potential $\phi$ with electrode values 1 and 0, collecting terms node by node gives

$$\sum_e g_ev_ew_e=\sum_n\phi_n(\text{net current leaving }n)=G,$$

where $w_e$ are the drops of $\phi$. Choosing the true potential gives $G=\sum_eg_ev_e^2$. Therefore $\sum_eg_ev_e(w_e-v_e)=0$, and

$$\sum_eg_ew_e^2=G+\sum_eg_e(w_e-v_e)^2\ge G .$$

The true potential minimizes this sum. A uniform trial drop of $1/N$ on the $N^2$ horizontal segments gives $G\le g_f$. Also $G\ge g_s\sum_e v_e^2\ge g_s$, since the minimum of $\sum_e w_e^2$ is the conductance 1 of a network of unit segments.

*Changing one segment.* Let $G_{hi}$ and $G_{lo}$ be the conductances with segment $e$ fast and slow, the others being fixed, and let $\Delta=g_f-g_s$. Using the slow solution as a trial for the fast network gives $G_{hi}\le G_{lo}+\Delta v_{e,lo}^2$. Using the fast solution as a trial for the slow network gives $G_{lo}\le G_{hi}$. So $0\le G_{hi}-G_{lo}\le\Delta v_{e,lo}^2$.

*Adding up the randomness.* Number the segments and reveal them one at a time. Let $d_e$ be the change in the expected value of $G$ when segment $e$ is revealed. Then $G-E\,G=\sum_ed_e$. Each $d_e$ has zero mean given the earlier segments, so the cross terms average to zero and $\operatorname{Var}G=\sum_eE\,d_e^2$. By independence, $d_e$ is the average, over the unrevealed segments, of $G-E_eG$, where $E_e$ averages over segment $e$ alone. The square of an average is at most the average of the square, so $E\,d_e^2\le E(G-E_eG)^2$. For two equally likely values, $G-E_eG=\pm(G_{hi}-G_{lo})/2$. Hence

$$\operatorname{Var}G\le\frac14\sum_eE(G_{hi}-G_{lo})^2
\le\frac{\Delta^2}{4}\sum_eE\,v_{e,lo}^4
=\frac{\Delta^2}{2}E\sum_{e\ \text{slow}}v_e^4 .$$

The last step uses the fact that $e$ is slow with probability $1/2$, independently of the others. Now $\sum_{\text{slow}}v_e^2\le G/g_s\le\kappa$, so if $v_e^2\le m$ for every segment and configuration,

$$\operatorname{Var}G\le\tfrac12\Delta^2\kappa\,m .$$

*No segment takes a finite share of the drop.* Choose one end of segment $e$ and draw the square ring of nodes $k$ steps away, for $k=1,\dots,K$ with $K=\lfloor(N-1)/2\rfloor$. Such a ring cannot be cut by two opposite sides of the sample, so the part inside is a connected path of at most $8k$ segments.

Current balance makes the potential at each interior node a weighted average of its neighbours, at free edges too. The extremes inside the ring therefore occur on the ring or on an electrode. If an electrode enters the enclosed region, the ring path meets it and includes its potential. So $|v_e|$ is at most the difference $o_k$ between the largest and smallest potentials on the ring. The Cauchy–Schwarz inequality along the path gives $o_k^2\le8k\sum_{\text{ring}}v^2$. Different rings share no segments, so

$$\frac{v_e^2}{8}\sum_{k=1}^K\frac1k
\le\sum_{k=1}^K\frac{o_k^2}{8k}
\le\sum_{\text{all}}v^2\le\frac{G}{g_s}\le\kappa .$$

With $H_K=\sum_{k=1}^K1/k$, we may take $m=8\kappa/H_K$, and

$$\operatorname{Var}G\le\frac{4\Delta^2\kappa^2}{H_K}\longrightarrow0,$$

because $H_K$ grows without limit. Since $G$ and $E\,G$ are at least $g_s$, we have $|\ln G-\ln E\,G|\le|G-E\,G|/g_s$, and so $\operatorname{Var}\ln G\le\operatorname{Var}G/g_s^2\to0$. The mean of $\ln G$ is already $\ln g^*$. Chebyshev's inequality then makes the probability of any fixed deviation from $\ln g^*$ vanish. This proves that $G\to g^*$ in probability.

**Kirchhoff's equations on large samples**

The bound proves convergence but is far too loose to estimate the scatter. Direct solutions at $\kappa=18.195$ give:

| $N$ | samples | $\exp(\text{mean}\ln G)/g^*$ | scatter of $\ln G$ |
|---:|---:|---:|---:|
| 16 | 200 | 0.981 | 0.130 |
| 32 | 100 | 0.999 | 0.061 |
| 64 | 40 | 0.999 | 0.033 |
| 128 | 16 | 1.003 | 0.018 |

The first mean lies about two standard errors low. The exact symmetry identifies this as sampling error, not a finite-size shift. The scatter falls by a factor of 7.2 while $N$ grows by 8, close to $1/N$ over this range. The arithmetic mean would be $2.25g^*$ and the harmonic mean $0.444g^*$, both clearly excluded.

**Your film**

A boundary segment of width $\delta$, height $h$ and length $d$ has $g=D\delta h/d$, where $D$ is its diffusivity. The geometry cancels from the ratio, so

$$D^*=\sqrt{D_fD_s},\qquad
D_{\text{film}}=\frac{g^*}{h}=\frac{\delta}{d}D^* .$$

If $D_{f,s}=D_0e^{-E_{f,s}/k_BT}$, then $D^*=D_0e^{-(E_f+E_s)/(2k_BT)}$. The activation energy is the mean, 1.30 eV, not the fast value. Network solutions at 790 and 810 K give 1.300 eV, with a sampling uncertainty of about 0.001 eV.

I take $D_0=10^{-4}$ cm²/s and $\delta=0.5$ nm as round model values. At 800 K, $D_f=2.756\times10^{-12}$ and $D_s=1.515\times10^{-13}$ cm²/s, so

$$D^*=\sqrt{(2.756\times10^{-12})(1.515\times10^{-13})}
=6.46\times10^{-13}\ \text{cm}^2/\text{s},$$

$$D_{\text{film}}=\frac{0.5}{20}(6.46\times10^{-13})
=1.62\times10^{-14}\ \text{cm}^2/\text{s}.$$

For a boundary-concentration difference of $10^{21}$ cm⁻³ across $L=1$ µm $=10^{-4}$ cm, the steady flux, averaged over the film's cross-section, is

$$J=\frac{(1.62\times10^{-14})(10^{21})}{10^{-4}}
=1.62\times10^{11}\ \text{cm}^{-2}\text{s}^{-1}.$$

The cross-section is $10^{-4}\times10^{-6}=10^{-10}$ cm², so about 16 atoms cross per second.

The approach to this steady state involves a different coefficient. Each cell of area $d^2$ contains two segments, which store solute in a volume $2\delta hd$. On scales much larger than $d$, conservation reads

$$\frac{2\delta h}{d}\frac{\partial c}{\partial t}
=\frac{D^*\delta h}{d}\nabla^2c
\quad\Rightarrow\quad
\frac{\partial c}{\partial t}=\frac{D^*}{2}\nabla^2c .$$

With concentrations fixed at both electrodes, the slowest deviation is $\sin(\pi x/L)$. It decays in a time $\tau=2L^2/(\pi^2D^*)=3.1\times10^3$ s, about 52 minutes. The mean relaxation rate of 20 random networks with $N=50$ was 1.01 times this prediction. Single patches scatter by about 4%, and the free edges alone raise the rate by $2N/(2N-1)=1.01$, so this confirms the prediction to within a few per cent.

**Where the result stops applying**

*Unequal shares.* If the fast share is $p$, swapping types turns it into $1-p$. The same argument gives $g^*(p)g^*(1-p)=g_fg_s$ for the large-sample values, which fixes $g^*$ at $p=1/2$ but not elsewhere. At your contrast, raising $p$ from 0.50 to 0.55 increased the computed conductance by 21–22%.

*Extreme contrast.* For $g_f=g(1+\epsilon)$ and $g_s=g(1-\epsilon)$ with small $\epsilon$, $g^*=g\sqrt{1-\epsilon^2}\approx g(1-\epsilon^2/2)$, midway between the arithmetic mean $g$ and the harmonic mean $g(1-\epsilon^2)$. At the other extreme, $g_s=0$ lies outside this proof, because $\kappa$ is then infinite.

*Transport through the film.* If each boundary is uniform from top to bottom and both film faces have fixed concentrations, the boundaries act in parallel and the arithmetic mean applies. They occupy a fraction $2\delta/d$ of the area, neglecting overlap at junctions. The through-film diffusivity is then $0.05\times2.25D^*=7.3\times10^{-14}$ cm²/s, 4.5 times the lateral value. The geometric mean should not be used to rate a columnar barrier against penetration through its thickness.

**How close is this to a real film?**

The parameters are rough, not data for a particular film, and boundary diffusivities can vary greatly with deposition and impurities. The assumption most plainly broken is the square pattern, since grain boundaries usually meet in threes. A honeycomb's dual is a triangular network, so duality no longer fixes its conductance. Solving honeycombs with the same two conductances gave about 0.7 times the value for a honeycomb made entirely of $g^*$ segments. That uniform honeycomb itself has sheet conductance $g^*/\sqrt3\approx0.58g^*$. With the same 20 nm segments, the lateral diffusivity would therefore be about 0.4 times the square-network value above.

Other corrections, for the same inputs, are:

- The sample-to-sample scatter of a 1 µm patch ($N=50$) is about 4%, from the $1/N$ trend in the table. The 20 patches solved directly gave 3.0%, but so few samples leave the scatter itself uncertain by about a sixth of its value.
- Junctions occupy lengths of order $\delta/d=2.5\%$ of a segment.
- With an assumed lattice diffusivity of $2.3\times10^{-20}$ cm²/s, steady conduction through the grains adds at most $3\times10^{-6}$ of the network conductance in the 20 samples examined. This bound comes from a trial concentration field interpolated across each grain.
- Solute uptake by the grains can matter more during settling. Treating each grain face as a flat wall held at constant concentration for a time $\tau$ formally gives an uptake of about 38% of the boundary content. But the diffusion length in the grain, the square root of lattice diffusivity times $\tau$, is then less than 0.1 nm. That is shorter than an atomic spacing, so the continuum formula is outside its range and the 38% is not a reliable value. When the grains start as far from the steady state as the boundaries, as when solute enters an empty film, uptake slows the settling. The 52 minutes is then an underestimate by an amount this model does not determine. It also leaves a slow tail, because the grains keep taking up solute long after the boundary network alone would have settled. The steady flux is hardly affected.

Diffusion along the film's two surfaces is omitted and could dominate if those interfaces are fast. Segregation is set to one. If the two boundary types hold different concentrations in equilibrium with the same reservoir, each steady conductance must include its own segregation factor before the geometric mean is taken. The complete values are in the numerical output below.

## Table of computed values

```
Temperature: 800 K; thermal energy: 0.06894 eV
Activation energies fast, slow: 1.20, 1.40 eV
Boundary diffusion prefactor: 1.0e-04 cm2/s
Segment length, film thickness: 20, 10 nm
Boundary width: 0.50 nm; patch side: 1000 nm
Fast boundary diffusivity: 2.7563e-12 cm2/s
Slow boundary diffusivity: 1.5149e-13 cm2/s
Conductance ratio kappa: 18.195 (dimensionless)
Duality test, 5 rows by 8 slots: G = 0.676533 (model unit)
Dual conductance: 1.478125 (inverse model unit)
Product of the two: 1.0000000000 (dimensionless)
N=2: 32 configurations of 5 segments (counts)
  exp(mean ln G)/g*: 1.0000000000; mean G/g*: 1.49436 (dimensionless)
  Var G, influence sum, quartic bound: 25.950, 32.416, 115.865 (g_s^2)
N=3: 8192 configurations of 13 segments (counts)
  exp(mean ln G)/g*: 1.0000000000; mean G/g*: 1.23993 (dimensionless)
  Var G, influence sum, quartic bound: 11.333, 16.009, 107.167 (g_s^2)
Largest drop/ring oscillation, N=24: 1.0000 (dimensionless)
Largest ring sum/total squared drop: 0.0392 (dimensionless)
N=16, 200 samples: exp(mean ln G)/g* = 0.9814, scatter of ln G = 0.1304, standard error = 0.0092 (dimensionless)
N=32, 100 samples: exp(mean ln G)/g* = 0.9987, scatter of ln G = 0.0613, standard error = 0.0061 (dimensionless)
N=64, 40 samples: exp(mean ln G)/g* = 0.9991, scatter of ln G = 0.0331, standard error = 0.0052 (dimensionless)
N=128, 16 samples: exp(mean ln G)/g* = 1.0027, scatter of ln G = 0.0180, standard error = 0.0045 (dimensionless)
Arithmetic mean/g*: 2.2500 (dimensionless)
Harmonic mean/g*: 0.4444 (dimensionless)
Fast segment conductance: 6.8908e-20 cm3/s
Slow segment conductance: 3.7873e-21 cm3/s
Effective sheet conductance g*: 1.6155e-20 cm3/s
Effective boundary diffusivity D*: 6.4619e-13 cm2/s
Lateral film diffusivity: 1.6155e-14 cm2/s
Boundary concentration difference: 1.0e+21 cm^-3
Steady flux over film cross-section: 1.6155e+11 cm^-2 s^-1
Network activation energy, 790-810 K: 1.3000 eV
Spreading coefficient D*/2: 3.2310e-13 cm2/s
Settling time of slowest mode: 3136.0 s
Computed/predicted relaxation rate: 1.0090 (dimensionless)
Patch scatter of ln G: 0.0301 (dimensionless)
G at 55% fast/G at 50% fast: 1.2099 (dimensionless)
Honeycomb G/geometric-mean G: 0.6988 (dimensionless)
Lattice prefactor: 1.0e-02 cm2/s; energy: 2.80 eV
Lattice diffusivity: 2.2950e-20 cm2/s
Largest bound on grain/network conductance: 2.931e-06 (dimensionless)
Grain uptake/boundary content at settling time: 0.3829 (dimensionless)
Boundary width/segment length: 0.0250 (dimensionless)
```
